# Vacuum polarization in scalar QED: bubble, seagull and the spinor comparison: test program

```python
"""One-loop vacuum polarization of scalar QED.

Result under test (metric +---, Pi^{mu nu} = (q^mu q^nu - q^2 g^{mu nu}) Pi):
  bubble + seagull is transverse, each alone is not (mass m nonzero);
  Pi_R(q2) = -(alpha/4pi) int_0^1 dx (1-2x)^2 ln(1 - x(1-x) q2/m^2 - i0);
  Im Pi = alpha beta^3/12, beta = sqrt(1-4m^2/q2), above threshold;
  the large-Q2 logarithm has 1/4 of the coefficient for a Dirac field.
Units: m = 1. q2 is the Minkowski square of the photon momentum, Q2 = -q2.
A Dirac field has the weight 8x(1-x) in place of (1-2x)^2.
"""
import numpy as np
from scipy.constants import fine_structure as alpha
from scipy.integrate import quad
from scipy.special import gamma, roots_jacobi

pi = np.pi
e2 = 4 * pi * alpha


def scalar_weight(x):
    return (1 - 2 * x) ** 2


def dirac_weight(x):
    return 8 * x * (1 - x)


def close(a, b, rel):
    return abs(a - b) <= rel * abs(b)


# --- Direct loop-momentum integration in a dimension where all converges ---
def loop_diagrams(d, Q):
    """Euclidean spatial components, e^2 = 1: bubble along q, bubble
    across q, and seagull (same for both directions)."""
    c, w = roots_jacobi(80, (d - 3) / 2, (d - 3) / 2)
    t, h = np.linspace(-30, 90, 6001, retstep=True)
    k = np.exp(t)[:, None]
    sphere = 2 * pi ** ((d - 1) / 2) / gamma((d - 1) / 2)
    measure = sphere / (2 * pi) ** d * h * k ** d * w
    E1 = k ** 2 + 1
    E2 = k ** 2 + 2 * k * Q * c + Q ** 2 + 1
    along = np.sum(measure * (2 * k * c + Q) ** 2 / (E1 * E2))
    across = np.sum(measure * 4 * k ** 2 * (1 - c ** 2) / (d - 1) / (E1 * E2))
    seagull = -np.sum(measure * 2 / E1)
    return along, across, seagull


def pi_dim(d, Q2):
    """Derived d-dimensional Pi for e^2 = 1."""
    val = quad(lambda x: scalar_weight(x)
               * (1 + x * (1 - x) * Q2) ** (d / 2 - 2), 0, 1,
               epsabs=1e-13, epsrel=1e-13)[0]
    return gamma(2 - d / 2) / (4 * pi) ** (d / 2) * val


d_test, Q_test = 1.5, 2.0
along, across, seagull = loop_diagrams(d_test, Q_test)
pi_from_loop = -(across + seagull) / Q_test ** 2
pi_from_formula = pi_dim(d_test, Q_test ** 2)
seagull_formula = -2 * gamma(1 - d_test / 2) / (4 * pi) ** (d_test / 2)
assert abs(along + seagull) < 1e-8 * abs(seagull)
assert abs(along) > 0.1 and abs(seagull) > 0.1
assert close(pi_from_loop, pi_from_formula, 1e-7)
assert close(seagull, seagull_formula, 1e-8)

# --- A sharp cutoff in four dimensions leaves a false photon mass ---
cut = 10.0
mass_term = quad(lambda k: k ** 3 / (8 * pi ** 2)
                 * (k ** 2 / (k ** 2 + 1) ** 2 - 2 / (k ** 2 + 1)), 0, cut)[0]
surface = -cut ** 4 / (16 * pi ** 2 * (cut ** 2 + 1))
assert close(mass_term, surface, 1e-8)


# --- Renormalized function in four dimensions ---
def pi_ren(q2, weight):
    """Feynman-parameter integral; q2 may lie just above the real axis."""
    q2 = complex(q2)
    cuts = [0.0, 0.5, 1.0]
    if q2.real > 4:
        b = np.sqrt(1 - 4 / q2.real)
        cuts = [0.0, (1 - b) / 2, 0.5, (1 + b) / 2, 1.0]

    def f(x):
        return weight(x) * np.log(1 - x * (1 - x) * q2)

    total = 0j
    for lo, hi in zip(cuts[:-1], cuts[1:]):
        re = quad(lambda x: f(x).real, lo, hi, epsabs=1e-12, limit=300)[0]
        im = quad(lambda x: f(x).imag, lo, hi, epsabs=1e-12, limit=300)[0]
        total += re + 1j * im
    return -alpha / (4 * pi) * total


small = 1e-5
limit4 = e2 * (pi_dim(4 - small, 10.0) - pi_dim(4 - small, 0.0))
assert close(limit4, pi_ren(-10, scalar_weight).real, 1e-4)
pole = e2 * pi_dim(4 - small, 0.0) * small / 2
assert close(pole, alpha / (12 * pi), 1e-4)


def pi_closed(Q2):
    b = np.sqrt(1 + 4 / Q2)
    return -alpha / (6 * pi) * (b ** 3 * np.arctanh(1 / b) - b ** 2 - 1 / 3)


for Q2 in (0.5, 10.0, 1e3):
    assert close(pi_closed(Q2), pi_ren(-Q2, scalar_weight).real, 1e-7)

# --- Dirac trace identity with explicit matrices, off-shell momenta ---
s0 = np.eye(2)
pauli = [np.array([[0, 1], [1, 0]]), np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]])]
gam = [np.kron(pauli[2], s0)] + [np.kron(1j * pauli[1], s) for s in pauli]
metric = np.diag([1.0, -1.0, -1.0, -1.0])
one = np.eye(4)


def slash(p):
    return sum(metric[i, i] * p[i] * gam[i] for i in range(4))


def dot(a, b):
    return a @ metric @ b


rng = np.random.default_rng(3)
kk, qq = rng.normal(size=4), rng.normal(size=4)
P = 2 * kk + qq
D1, D2 = dot(kk, kk) - 1, dot(kk + qq, kk + qq) - 1
trace = np.array([[np.trace(gam[a] @ (slash(kk) + one) @ gam[b]
                            @ (slash(kk + qq) + one))
                   for b in range(4)] for a in range(4)])
identity = 2 * (np.outer(P, P) - np.outer(qq, qq)
                - metric * (D1 + D2 - dot(qq, qq)))
assert np.allclose(trace, identity, atol=1e-11)


# --- Imaginary part from real pair production (unitarity) ---
def im_from_pairs(s):
    """Polarization along z; returns scalar and Dirac imaginary parts."""
    b = np.sqrt(1 - 4 / s)
    p = b * np.sqrt(s) / 2
    nodes, weights = np.polynomial.legendre.leggauss(12)
    scalar = dirac = 0.0
    for c, w in zip(nodes, weights / 2):
        v = p * np.array([np.sqrt(1 - c * c), 0, c])
        p1 = np.concatenate(([np.sqrt(s) / 2], v))
        p2 = np.concatenate(([np.sqrt(s) / 2], -v))
        scalar += w * (p1[3] - p2[3]) ** 2
        dirac += w * np.trace((slash(p1) + one) @ gam[3]
                              @ (slash(p2) - one) @ gam[3]).real
    factor = e2 * b / (8 * pi) / (2 * s)
    return factor * scalar, factor * dirac


def im_scalar(s):
    return alpha * (1 - 4 / s) ** 1.5 / 12


def im_dirac(s):
    b = np.sqrt(1 - 4 / s)
    return alpha * b * (3 - b * b) / 6


for s in (5.0, 16.0, 200.0):
    pair_s, pair_d = im_from_pairs(s)
    loop_s = pi_ren(s + 1e-10j, scalar_weight).imag
    loop_d = pi_ren(s + 1e-10j, dirac_weight).imag
    assert close(pair_s, im_scalar(s), 1e-10)
    assert close(pair_d, im_dirac(s), 1e-10)
    assert close(loop_s, im_scalar(s), 1e-6)
    assert close(loop_d, im_dirac(s), 1e-6)


# --- Dispersion relation: real part from the imaginary part ---
def dispersion(Q2, im_part):
    def f(v):
        s = 4 / (1 - v * v)
        return 8 * v / (1 - v * v) ** 2 * im_part(s) / (s * (s + Q2))
    return -Q2 / pi * quad(f, 0, 1, epsabs=1e-13)[0]


disp_s = dispersion(10.0, im_scalar)
assert close(disp_s, pi_ren(-10, scalar_weight).real, 1e-7)
assert close(dispersion(10.0, im_dirac), pi_ren(-10, dirac_weight).real, 1e-7)

# --- Limits ---
table = {}
for Q2 in (1.0, 1e2, 1e4, 1e6, 1e8):
    table[Q2] = (pi_ren(-Q2, scalar_weight).real,
                 pi_ren(-Q2, dirac_weight).real)
L8 = np.log(1e8)
assert close(table[1e8][0], -alpha / (12 * pi) * (L8 - 8 / 3), 1e-6)
assert close(table[1e8][1], -alpha / (3 * pi) * (L8 - 5 / 3), 1e-6)
slope_s = (table[1e8][0] - table[1e6][0]) / np.log(100)
slope_d = (table[1e8][1] - table[1e6][1]) / np.log(100)
assert close(slope_s / slope_d, 0.25, 1e-4)
low_s = pi_ren(-1e-3, scalar_weight).real / -1e-3
low_d = pi_ren(-1e-3, dirac_weight).real / -1e-3
assert close(low_s, alpha / (120 * pi), 1e-3)
assert close(low_d, alpha / (15 * pi), 1e-3)

# --- Printed numbers ---
print("Direct loop integrals, m = 1, e^2 = 1 (dimensionless)")
print(f"dimension d = {d_test}, Q = {Q_test}")
print(f"bubble, component along q   = {along:.8f}")
print(f"seagull, any component      = {seagull:.8f}")
print(f"sum along q                 = {along + seagull:.1e}")
print(f"bubble, component across q  = {across:.8f}")
print(f"sum across q                = {across + seagull:.8f}")
print(f"Pi from loop integration    = {pi_from_loop:.8f}")
print(f"Pi from derived formula     = {pi_from_formula:.8f}")
print(f"Sharp cutoff {cut:.0f} m, d = 4, e^2 = 1:")
print(f"  Pi^(ii)(q=0) = {mass_term:.6f} m^2")
print(f"alpha = {alpha:.9f}, 1/alpha = {1 / alpha:.6f}")
s = 16.0
beta = np.sqrt(1 - 4 / s)
pair_s, pair_d = im_from_pairs(s)
print(f"Timelike point q2 = {s:.0f} m^2 (Pi dimensionless)")
print(f"beta = {beta:.6f}, beta^3 = {beta ** 3:.6f}")
print(f"Im Pi scalar, alpha beta^3/12 = {im_scalar(s):.6e}")
print(f"Im Pi scalar, Feynman integral = "
      f"{pi_ren(s + 1e-10j, scalar_weight).imag:.6e}")
print(f"Im Pi scalar, pair production = {pair_s:.6e}")
print(f"Im Pi Dirac, pair production  = {pair_d:.6e}")
print(f"ratio scalar/Dirac = {pair_s / pair_d:.6f}")
print("Spacelike: Q2/m^2, Pi_R scalar, Pi_R Dirac, ratio")
for Q2, (a, b) in table.items():
    print(f"  {Q2:.0e}  {a:.6e}  {b:.6e}  {a / b:.5f}")
print(f"Pi_R scalar at Q2 = 10 m^2, Feynman    = "
      f"{pi_ren(-10, scalar_weight).real:.6e}")
print(f"Pi_R scalar at Q2 = 10 m^2, dispersion = {disp_s:.6e}")
print(f"dPi_R/dln(Q2), 1e6 to 1e8: scalar = {slope_s:.6e}")
print(f"dPi_R/dln(Q2), 1e6 to 1e8: Dirac  = {slope_d:.6e}")
print(f"ratio of logarithmic slopes = {slope_s / slope_d:.6f}")
print(f"Pi_R/q2 near q2 = 0: scalar = {low_s:.4e} m^-2")
print(f"Pi_R/q2 near q2 = 0: Dirac  = {low_d:.4e} m^-2")
print(f"ratio near q2 = 0 = {low_s / low_d:.4f}")
inv_eff = (1 + table[1e6][0]) / alpha
print(f"1/alpha_eff at Q2 = 1e6 m^2, one scalar = {inv_eff:.6f}")
print(f"decrease of 1/alpha = {1 / alpha - inv_eff:.6f}")
print("checks complete")
```

Running it gives:

```
Direct loop integrals, m = 1, e^2 = 1 (dimensionless)
dimension d = 1.5, Q = 2.0
bubble, component along q   = 1.08643481
seagull, any component      = -1.08643481
sum along q                 = 3.7e-12
bubble, component across q  = 0.96163661
sum across q                = -0.12479820
Pi from loop integration    = 0.03119955
Pi from derived formula     = 0.03119955
Sharp cutoff 10 m, d = 4, e^2 = 1:
  Pi^(ii)(q=0) = -0.626988 m^2
alpha = 0.007297353, 1/alpha = 137.035999
Timelike point q2 = 16 m^2 (Pi dimensionless)
beta = 0.866025, beta^3 = 0.649519
Im Pi scalar, alpha beta^3/12 = 3.949808e-04
Im Pi scalar, Feynman integral = 3.949808e-04
Im Pi scalar, pair production = 3.949808e-04
Im Pi Dirac, pair production  = 2.369885e-03
ratio scalar/Dirac = 0.166667
Spacelike: Q2/m^2, Pi_R scalar, Pi_R Dirac, ratio
  1e+00  -1.810964e-05  -1.403669e-04  0.12902
  1e+02  -4.178093e-04  -2.319313e-03  0.18014
  1e+04  -1.267601e-03  -5.841328e-03  0.21701
  1e+06  -2.158078e-03  -9.406528e-03  0.22942
  1e+08  -3.049478e-03  -1.297218e-02  0.23508
Pi_R scalar at Q2 = 10 m^2, Feynman    = -1.234892e-04
Pi_R scalar at Q2 = 10 m^2, dispersion = -1.234892e-04
dPi_R/dln(Q2), 1e6 to 1e8: scalar = -1.935651e-04
dPi_R/dln(Q2), 1e6 to 1e8: Dirac  = -7.742722e-04
ratio of logarithmic slopes = 0.249996
Pi_R/q2 near q2 = 0: scalar = 1.9355e-05 m^-2
Pi_R/q2 near q2 = 0: Dirac  = 1.5484e-04 m^-2
ratio near q2 = 0 = 0.1250
1/alpha_eff at Q2 = 1e6 m^2, one scalar = 136.740265
decrease of 1/alpha = 0.295734
checks complete
```
